**Semilocal ECP integrals by axial frames: program and output**

The program evaluates $V=D^\lambda(A)\big[\sum_l M^l*I^l\big]D^{\lambda'}(B)^T$ for shells of angular momentum $\lambda,\lambda'$ at centres $A,B$, with the core potential at the origin and $*$ the elementwise product. $D^l$ are real Wigner matrices, $M^l=D^l(A)^TD^l(B)$, and $I^l$ holds radial integrals of $U_l$ with axial projections that are diagonal in $m$. It asserts that the Wigner matrices reproduce rotated harmonics point by point, and that the axial and laboratory projections agree with direct angular quadrature. It also asserts that complete semilocal matrices agree with PySCF's own ECP integrals within $10^{-8}$ hartree, for a model with channels and shells up to $l=3$ and for SiH$_4$; the largest deviations printed are below $10^{-13}$ hartree. A number type that registers each multiplication confirms the closed operation counts in actual runs. At 120 radial nodes the dense laboratory scheme needs 5.0, 9.9 and 15.0 times as many products as the axial one for $\lambda=\lambda'=l_{\max}=1,2,3$. The output also follows one pair of hydrogen p shells through its projections, rotation matrices, radial integrals and final block and gives a semilocal energy of 0.737 hartree in the restricted Hartree–Fock state of SiH$_4$.

## Check in Python

```python
"""Semilocal ECP integrals by rotation of each shell to its own axial frame.

Result under test, for shells a (centre A) and b (centre B), ECP at origin:
  V = D^lam(A) [ sum_l M^l * I^l ] D^lam'(B)^T,  M^l = D^l(A)^T D^l(B),
where * is elementwise, I^l_kk' = int r^2 U_l p^A_l|k| p^B_l|k'| dr, and
p_lk(r) is the projection of a shell on S_lk when its centre is on the z axis.
D^l: real Wigner matrix, S_lm(x) = sum_k D^l_mk S_lk(Qx), Q turns A to +z.
lam: angular momentum of a shell; l: angular momentum of an ECP channel.
Real harmonics are ordered m = -l..l. Atomic units throughout.
"""
from collections import namedtuple
from functools import lru_cache
from math import comb, factorial, pi, sqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.special import eval_legendre, ive, lpmv
from pyscf import gto, scf

Shell = namedtuple("Shell", "lam exps coefs centre atom")


def polar_part(l, k, t):
    norm = sqrt((2*l + 1)/(4*pi)*factorial(l - k)/factorial(l + k))
    return norm*(-1)**k*lpmv(k, l, t)


def real_harm(l, vectors):
    x, y, z = vectors.T
    t = z/np.sqrt(x*x + y*y + z*z)
    phi = np.arctan2(y, x)
    rows = []
    for m in range(-l, l + 1):
        if m == 0:
            azimuth = 1.0
        elif m > 0:
            azimuth = sqrt(2)*np.cos(m*phi)
        else:
            azimuth = sqrt(2)*np.sin(-m*phi)
        rows.append(polar_part(l, abs(m), t)*azimuth)
    return np.array(rows)


def angles(centre):
    x, y, z = centre
    return np.arctan2(np.hypot(x, y), z), np.arctan2(y, x)


def small_d(l, a, b, theta):
    """Wigner d^l_ab(theta) by its finite sum."""
    c, s = np.cos(theta/2), np.sin(theta/2)
    root = sqrt(factorial(l + a)*factorial(l - a)
                * factorial(l + b)*factorial(l - b))
    total = 0.0
    for i in range(max(0, b - a), min(l + b, l - a) + 1):
        den = (factorial(l + b - i)*factorial(i)
               * factorial(a - b + i)*factorial(l - a - i))
        total += ((-1)**(a - b + i)*c**(2*l + b - a - 2*i)
                  * s**(a - b + 2*i)/den)
    return root*total


def about_z(l, angle):
    Z = np.zeros((2*l + 1, 2*l + 1))
    Z[l, l] = 1.0
    for m in range(1, l + 1):
        Z[l + m, l + m] = Z[l - m, l - m] = np.cos(m*angle)
        Z[l + m, l - m] = -np.sin(m*angle)
        Z[l - m, l + m] = np.sin(m*angle)
    return Z


def wigner(l, centre, third_angle=0.0):
    theta, phi = angles(centre)
    Y = np.zeros((2*l + 1, 2*l + 1))
    Y[l, l] = small_d(l, 0, 0, theta)
    for m in range(1, l + 1):
        Y[l + m, l] = sqrt(2)*(-1)**m*small_d(l, m, 0, theta)
        Y[l, l + m] = sqrt(2)*(-1)**m*small_d(l, 0, m, theta)
        for k in range(1, l + 1):
            same = (-1)**(m + k)*small_d(l, m, k, theta)
            cross = (-1)**m*small_d(l, m, -k, theta)
            Y[l + m, l + k] = same + cross
            Y[l - m, l - k] = same - cross
    return about_z(l, phi) @ Y @ about_z(l, third_angle)


@lru_cache(None)
def gaunt_axial(l, j, k, n):
    """Integral of S_lk S_jk P_n over the sphere (polynomial, exact)."""
    t, w = np.polynomial.legendre.leggauss(20)
    return 2*pi*np.sum(w*polar_part(l, k, t)*polar_part(j, k, t)
                       * eval_legendre(n, t))


def translation(lam, j, k, R):
    return (-R)**(lam - j)*sqrt((2*lam + 1)/(2*j + 1)
                                * comb(lam - k, lam - j)
                                * comb(lam + k, lam - j))


def scaled_bessel(n, x):
    """exp(-x) times the modified spherical Bessel function i_n(x)."""
    if np.all(x == 0):
        return np.full_like(x, 1.0 if n == 0 else 0.0)
    return np.sqrt(pi/(2*x))*ive(n + 0.5, x)


def prepare(shell, lmax, r, third_angle=0.0):
    """Radial functions, axial coefficients and rotations for one shell."""
    lam, R = shell.lam, float(np.linalg.norm(shell.centre))
    radial = {}
    for n in range(lam + lmax + 1):
        radial[n] = (2*n + 1)*sum(
            c*np.exp(-a*(r - R)**2)*scaled_bessel(n, 2*a*R*r)
            for a, c in zip(shell.exps, shell.coefs))
    channels = []
    for l in range(lmax + 1):
        labels = [(j, n) for j in range(lam + 1)
                  for n in range(abs(l - j), l + j + 1, 2)]
        F = np.array([r**j*radial[n] for j, n in labels]).T
        coefs = [np.array([translation(lam, j, k, R)*gaunt_axial(l, j, k, n)
                           for j, n in labels if j >= k])
                 for k in range(min(l, lam) + 1)]
        channels.append((F, coefs, wigner(l, shell.centre, third_angle)))
    return lam, wigner(lam, shell.centre, third_angle), channels


def axial_table(F, coefs):
    """p_lk at the radial nodes, one column for each k >= 0."""
    return np.stack([F[:, -len(c):] @ c for c in coefs], axis=1)


def axial_block(a, b, weights, details=None):
    """Shell-pair block; rotations stay outside the radial quadrature."""
    lamA, DA, chA = a
    lamB, DB, chB = b
    lmax = len(weights) - 1
    KA, KB = min(lmax, lamA), min(lmax, lamB)
    local = np.zeros((2*KA + 1, 2*KB + 1), dtype=weights[0].dtype)
    for l, w in enumerate(weights):
        qA, qB = min(l, lamA), min(l, lamB)
        pA, pB = axial_table(*chA[l][:2]), axial_table(*chB[l][:2])
        I = (pA*w[:, None]).T @ pB
        M = (chA[l][2][:, l - qA:l + qA + 1].T
             @ chB[l][2][:, l - qB:l + qB + 1])
        ka, kb = abs(np.arange(-qA, qA + 1)), abs(np.arange(-qB, qB + 1))
        local[KA - qA:KA + qA + 1, KB - qB:KB + qB + 1] += M*I[np.ix_(ka, kb)]
        if details is not None:
            details.append((I, M))
    left = DA[:, lamA - KA:lamA + KA + 1]
    right = DB[:, lamB - KB:lamB + KB + 1]
    return left @ local @ right.T


def lab_data(prepared):
    """Dense coefficients of the same radial functions in the lab frame."""
    lam, Dlam, channels = prepared
    out = []
    for l, (F, coefs, Dl) in enumerate(channels):
        q = min(l, lam)
        full = np.zeros((q + 1, F.shape[1]))
        for k, c in enumerate(coefs):
            full[k, -len(c):] = c
        C = np.einsum("mk,uk,kn->nmu", Dl[:, l - q:l + q + 1],
                      Dlam[:, lam - q:lam + q + 1],
                      full[abs(np.arange(-q, q + 1))])
        out.append((F, C.reshape(F.shape[1], -1)))
    return lam, out


def lab_block(a, b, weights):
    total = 0.0
    for l, w in enumerate(weights):
        TA = (a[1][l][0] @ a[1][l][1])*w[:, None]
        TB = b[1][l][0] @ b[1][l][1]
        total = total + (TA.reshape(-1, 2*a[0] + 1).T
                         @ TB.reshape(-1, 2*b[0] + 1))
    return total


class Counted(float):
    """A float that registers every multiplication it takes part in."""
    products = 0

    def __mul__(self, other):
        Counted.products += 1
        return Counted(float.__mul__(self, other))

    def __add__(self, other):
        return Counted(float.__add__(self, other))
    __rmul__ = __mul__
    __radd__ = __add__


def to_counted(item):
    if isinstance(item, np.ndarray):
        return np.frompyfunc(Counted, 1, 1)(item)
    if isinstance(item, (list, tuple)):
        return [to_counted(x) for x in item]
    return item


def measure(routine, a, b, weights):
    args = [to_counted(x) for x in (a, b, weights)]
    Counted.products = 0
    value = routine(*args).astype(float)
    return Counted.products, value


def closed_counts(lamA, lamB, lmax):
    """(per node, fixed) products of the axial route; per node of the lab."""
    def terms(l, lam, k):
        return sum(min(l, j) + 1 for j in range(k, lam + 1))
    a, b = 2*lamA + 1, 2*lamB + 1
    node = fixed = lab = 0
    for l in range(lmax + 1):
        qA, qB = min(l, lamA), min(l, lamB)
        node += sum(terms(l, lamA, k) for k in range(qA + 1))
        node += sum(terms(l, lamB, k) for k in range(qB + 1))
        node += (qA + 1) + (qA + 1)*(qB + 1)
        fixed += (2*l + 2)*(2*qA + 1)*(2*qB + 1)
        lab += (2*l + 1)*(a*terms(l, lamA, 0) + b*terms(l, lamB, 0)
                          + a + a*b)
    KA, KB = 2*min(lmax, lamA) + 1, 2*min(lmax, lamB) + 1
    return node, fixed + a*KA*KB + a*KB*b, lab


# Angular product grid for evaluations straight from the definition.
t_nodes, t_weights = np.polynomial.legendre.leggauss(40)
phi_nodes = 2*pi*np.arange(48)/48
tt, pp = np.meshgrid(t_nodes, phi_nodes, indexing="ij")
ss = np.sqrt(1 - tt**2)
sphere = np.stack([ss*np.cos(pp), ss*np.sin(pp), tt], axis=-1).reshape(-1, 3)
sphere_w = np.repeat(t_weights, 48)*2*pi/48


def direct_projection(shell, l, radius):
    v = radius*sphere - shell.centre
    d = np.linalg.norm(v, axis=1)
    radial = sum(c*np.exp(-a*d*d) for a, c in zip(shell.exps, shell.coefs))
    chi = real_harm(shell.lam, v)*d**shell.lam*radial
    return (real_harm(l, sphere)*sphere_w) @ chi.T


# Real Wigner matrices against rotated harmonics, point by point.
rng = np.random.default_rng(4)
general = np.array([0.7, -1.1, -0.6])
theta, phi = angles(general)
Q = np.array([[np.cos(theta)*np.cos(phi), np.cos(theta)*np.sin(phi),
               -np.sin(theta)],
              [-np.sin(phi), np.cos(phi), 0.0],
              general/np.linalg.norm(general)])
points = rng.normal(size=(30, 3))
for l in range(5):
    D = wigner(l, general)
    assert np.allclose(real_harm(l, points),
                       D @ real_harm(l, points @ Q.T), atol=1e-12)
    assert np.allclose(D @ D.T, np.eye(2*l + 1), atol=1e-12)

# Diagonality and axial formula, then lab projections, against quadrature.
radius = 0.9
for lam in range(4):
    exps, coefs = np.array([0.6, 1.3]), np.array([0.8, -0.5])
    R = np.linalg.norm(general)
    on_axis = Shell(lam, exps, coefs, np.array([0.0, 0.0, R]), 0)
    tilted = Shell(lam, exps, coefs, general, 0)
    prepared = prepare(on_axis, 4, np.array([radius]))
    for l in range(5):
        p = axial_table(*prepared[2][l][:2])[0]
        expected = np.zeros((2*l + 1, 2*lam + 1))
        for k in range(-min(l, lam), min(l, lam) + 1):
            expected[l + k, lam + k] = p[abs(k)]
        assert np.allclose(direct_projection(on_axis, l, radius),
                           expected, atol=1e-11)
        for third in (0.0, 0.7):
            _, data = lab_data(prepare(tilted, 4, np.array([radius]), third))
            table = (data[l][0] @ data[l][1]).reshape(2*l + 1, 2*lam + 1)
            assert np.allclose(direct_projection(tilted, l, radius),
                               table, atol=1e-11)

# Radial Gauss-Legendre grid on [0, 8] bohr.
n_nodes, r_max = 120, 8.0
g, gw = np.polynomial.legendre.leggauss(n_nodes)
r, rw = r_max*(g + 1)/2, r_max*gw/2


def ecp_weights(ecp):
    """Quadrature weight times r^2 U_l(r) for each semilocal channel."""
    channels = {ch[0]: ch[1] for ch in ecp[1] if ch[0] >= 0}
    return [rw*sum(term[1]*r**power*np.exp(-term[0]*r*r)
                   for power, terms in enumerate(channels[l])
                   for term in terms)
            for l in range(max(channels) + 1)]


def shells_of(mol):
    out = []
    for i in range(mol.nbas):
        lam, exps = mol.bas_angular(i), mol.bas_exp(i)
        norm = gto.mole.gto_norm(lam, exps)
        for column in (mol.bas_ctr_coeff(i)*norm[:, None]).T:
            out.append(Shell(lam, exps, column, mol.bas_coord(i),
                             mol.bas_atom(i)))
    return out


def full_matrix(mol, weights):
    shells = shells_of(mol)
    data = [prepare(s, len(weights) - 1, r) for s in shells]
    # PySCF stores p functions as x, y, z and all others as m = -l..l.
    order = [[2, 0, 1] if s.lam == 1 else list(range(2*s.lam + 1))
             for s in shells]
    return np.block([[axial_block(a, b, weights)[np.ix_(oa, ob)]
                      for b, ob in zip(data, order)]
                     for a, oa in zip(data, order)])


def pyscf_semilocal(atoms, basis, ecp):
    mol = gto.M(atom=atoms, basis=basis, ecp={"Si": ecp}, unit="Bohr",
                verbose=0)
    local = [ecp[0], [ch for ch in ecp[1] if ch[0] == -1]]
    mol_local = gto.M(atom=atoms, basis=basis, ecp={"Si": local},
                      unit="Bohr", verbose=0)
    return mol, mol.intor("ECPscalar") - mol_local.intor("ECPscalar")


# Model with channels s to f, shells s to f, centres in general positions.
# Tolerance 1e-8: both codes use finite radial quadratures.
model_ecp = [10, [[-1, [[], [], [[1.0, 1.0]]]],
                  [0, [[], [[1.5, 0.5]], [[1.2, 3.0]]]],
                  [1, [[], [], [[1.0, 2.0]]]],
                  [2, [[], [], [[0.9, -1.5]]]],
                  [3, [[], [], [[0.8, 1.0]]]]]]
model_basis = {"Si": [[0, [0.5, 1.0]], [2, [0.7, 1.0]]],
               "H": [[lam, [0.4 + 0.1*lam, 1.0]] for lam in range(4)]}
model_atoms = [["Si", (0, 0, 0)], ["H", (0.7, -1.1, -0.6)],
               ["H", (-1.2, 0.5, 1.4)]]
model_mol, model_ref = pyscf_semilocal(model_atoms, model_basis, model_ecp)
model_weights = ecp_weights(model_ecp)
model_dev = np.max(abs(full_matrix(model_mol, model_weights) - model_ref))
assert np.max(abs(model_ref)) > 1e-2 and model_dev < 1e-8

# SiH4 with a chosen bond length.
bond_angstrom = 1.48
bohr_angstrom = physical_constants["Bohr radius"][0]*1e10
bond = bond_angstrom/bohr_angstrom
corners = np.array([[1, 1, 1], [-1, -1, 1], [-1, 1, -1], [1, -1, -1]])
atoms = [["Si", (0.0, 0.0, 0.0)]] + [["H", tuple(bond*c/sqrt(3))]
                                     for c in corners]
si_ecp = gto.basis.load_ecp("ccecp", "Si")
mol, reference = pyscf_semilocal(
    atoms, {"Si": "ccecpccpvdz", "H": "ccpvtz"}, si_ecp)
weights = ecp_weights(si_ecp)
V = full_matrix(mol, weights)
sih4_dev = np.max(abs(V - reference))
assert sih4_dev < 1e-8

mf = scf.RHF(mol)
mf.kernel()
assert mf.converged
density = mf.make_rdm1()
energy = np.einsum("ij,ji->", density, V)
assert abs(energy - np.einsum("ij,ji->", density, reference)) < 1e-7

# Most diffuse p shells of two hydrogens, followed step by step.
pair = [min((s for s in shells_of(mol) if s.atom == i and s.lam == 1),
            key=lambda s: s.exps.min()) for i in (1, 2)]
lmax = len(weights) - 1
dataA, dataB = (prepare(s, lmax, r) for s in pair)
details = []
block = axial_block(dataA, dataB, weights, details)
definition = np.zeros((3, 3))
for l, w in enumerate(weights):
    for radius_i, w_i in zip(r, w):
        definition += w_i*(direct_projection(pair[0], l, radius_i).T
                           @ direct_projection(pair[1], l, radius_i))
block_dev = np.max(abs(block - definition))
assert block_dev < 1e-9

# Closed operation counts against products registered in real runs.
for lamA, lamB, top in [(0, 2, 1), (1, 3, 2), (3, 2, 3), (2, 1, 0)]:
    for size in (7, 12):
        nodes = np.linspace(0.2, 3.0, size)
        sA = Shell(lamA, np.array([0.6]), np.array([1.0]), general, 0)
        sB = Shell(lamB, np.array([0.8]), np.array([1.0]), -general[::-1], 0)
        a, b = prepare(sA, top, nodes), prepare(sB, top, nodes)
        ws = [np.exp(-nodes**2)*(l + 1) for l in range(top + 1)]
        n_axial, v_axial = measure(axial_block, a, b, ws)
        n_lab, v_lab = measure(lab_block, lab_data(a), lab_data(b), ws)
        node, fixed, lab = closed_counts(lamA, lamB, top)
        assert n_axial == size*node + fixed and n_lab == size*lab
        assert np.allclose(v_axial, v_lab, atol=1e-11)

count_rows = []
for lam in (1, 2, 3):
    sA = Shell(lam, np.array([0.6]), np.array([1.0]), general, 0)
    sB = Shell(lam, np.array([0.8]), np.array([1.0]), -general[::-1], 0)
    a, b = prepare(sA, lam, r), prepare(sB, lam, r)
    ws = model_weights[:lam + 1]
    n_axial, v_axial = measure(axial_block, a, b, ws)
    n_lab, v_lab = measure(lab_block, lab_data(a), lab_data(b), ws)
    node, fixed, lab = closed_counts(lam, lam, lam)
    assert n_axial == n_nodes*node + fixed and n_lab == n_nodes*lab
    assert np.allclose(v_axial, v_lab, atol=1e-10)
    count_rows.append((lam, node, fixed, lab, n_axial, n_lab))


def show(label, matrix, unit):
    for m, row in zip(("y", "z", "x"), matrix):
        print(f"{label} row {m}:", " ".join(f"{v: .6f}" for v in row), unit)


print(f"Si-H distance: {bond_angstrom} angstrom = {bond:.6f} bohr")
for name, s in zip(("H1", "H2"), pair):
    th, ph = np.degrees(angles(s.centre))
    print(f"{name} theta, phi: {th:.4f}, {ph:.4f} degrees")
for l, terms_by_power in [ch for ch in si_ecp[1] if ch[0] >= 0]:
    for power, terms in enumerate(terms_by_power):
        for term in terms:
            print(f"ccECP l={l}: r^{power - 2}, exponent {term[0]:.6f}"
                  f" bohr^-2, coefficient {term[1]:.6f} a.u.")
print(f"p-shell exponent: {pair[0].exps[0]:.6f} bohr^-2,"
      f" radial factor {pair[0].coefs[0]:.6f} a.u.")
print(f"radial nodes: {n_nodes} on [0, {r_max}] bohr")
sample = prepare(pair[0], 1, np.array([1.0]))
p0 = axial_table(*sample[2][0][:2])[0]
p1 = axial_table(*sample[2][1][:2])[0]
print(f"p_00 at r=1 bohr: {p0[0]:.6f} bohr^-3/2")
print(f"p_10, p_11 at r=1 bohr: {p1[0]:.6f}, {p1[1]:.6f} bohr^-3/2")
show("H1 lab projection l=1, r=1 bohr,",
     direct_projection(pair[0], 1, 1.0), "bohr^-3/2")
show("D^1(H1)", dataA[1], "")
show("D^1(H2)", dataB[1], "")
print(f"I^0_00: {details[0][0][0, 0]:.8f} hartree")
for i in range(2):
    for j in range(2):
        print(f"I^1_{i}{j}: {details[1][0][i, j]:.8f} hartree")
show("M^1", details[1][1], "")
show("V(H1 p, H2 p), columns y z x,", block, "hartree")
print(f"block minus direct quadrature, max: {block_dev:.1e} hartree")
print(f"SiH4 matrix size: {V.shape[0]}; max |V - PySCF|:"
      f" {sih4_dev:.1e} hartree")
print(f"model l<=3, max |V - PySCF|: {model_dev:.1e} hartree")
for lam, node, fixed, lab, n_axial, n_lab in count_rows:
    print(f"lam=lam'=lmax={lam}: axial {node}/node + {fixed},"
          f" lab {lab}/node (products)")
    print(f"  at {n_nodes} nodes: axial {n_axial}, lab {n_lab},"
          f" ratio {n_lab/n_axial:.2f}")
print(f"RHF total energy of SiH4: {mf.e_tot:.6f} hartree")
print(f"semilocal ECP energy in RHF state: {energy:.6f} hartree")
print("OK")
```

Running it gives:

```
Si-H distance: 1.48 angstrom = 2.796795 bohr
H1 theta, phi: 54.7356, 45.0000 degrees
H2 theta, phi: 54.7356, -135.0000 degrees
ccECP l=0: r^0, exponent 9.447023 bohr^-2, coefficient 14.832760 a.u.
ccECP l=0: r^0, exponent 2.553812 bohr^-2, coefficient 26.349664 a.u.
ccECP l=1: r^0, exponent 3.660001 bohr^-2, coefficient 7.621400 a.u.
ccECP l=1: r^0, exponent 1.903653 bohr^-2, coefficient 10.331583 a.u.
p-shell exponent: 0.388000 bohr^-2, radial factor 0.893355 a.u.
radial nodes: 120 on [0, 8.0] bohr
p_00 at r=1 bohr: -0.224310 bohr^-3/2
p_10, p_11 at r=1 bohr: -0.192107, 0.045383 bohr^-3/2
H1 lab projection l=1, r=1 bohr, row y: -0.033780 -0.079163 -0.079163 bohr^-3/2
H1 lab projection l=1, r=1 bohr, row z: -0.079163 -0.033780 -0.079163 bohr^-3/2
H1 lab projection l=1, r=1 bohr, row x: -0.079163 -0.079163 -0.033780 bohr^-3/2
D^1(H1) row y:  0.707107  0.577350  0.408248 
D^1(H1) row z:  0.000000  0.577350 -0.816497 
D^1(H1) row x: -0.707107  0.577350  0.408248 
D^1(H2) row y: -0.707107 -0.577350 -0.408248 
D^1(H2) row z:  0.000000  0.577350 -0.816497 
D^1(H2) row x:  0.707107 -0.577350 -0.408248 
I^0_00: 0.14621510 hartree
I^1_00: 0.05451758 hartree
I^1_01: -0.01308496 hartree
I^1_10: -0.01308496 hartree
I^1_11: 0.00319572 hartree
M^1 row y: -1.000000 -0.000000 -0.000000 
M^1 row z:  0.000000 -0.333333 -0.942809 
M^1 row x:  0.000000 -0.942809  0.333333 
V(H1 p, H2 p), columns y z x, row y: -0.047076  0.039418 -0.050272 hartree
V(H1 p, H2 p), columns y z x, row z: -0.039418  0.031760 -0.039418 hartree
V(H1 p, H2 p), columns y z x, row x: -0.050272  0.039418 -0.047076 hartree
block minus direct quadrature, max: 1.1e-16 hartree
SiH4 matrix size: 69; max |V - PySCF|: 7.5e-14 hartree
model l<=3, max |V - PySCF|: 3.4e-14 hartree
lam=lam'=lmax=1: axial 22/node + 92, lab 114/node (products)
  at 120 nodes: axial 2732, lab 13680, ratio 5.01
lam=lam'=lmax=2: axial 72/node + 438, lab 750/node (products)
  at 120 nodes: axial 9078, lab 90000, ratio 9.91
lam=lam'=lmax=3: axial 180/node + 1266, lab 2856/node (products)
  at 120 nodes: axial 22866, lab 342720, ratio 14.99
RHF total energy of SiH4: -6.068166 hartree
semilocal ECP energy in RHF state: 0.737460 hartree
OK
```
